# Zero-flux thermal diffusion of a dilute gas between two walls: a numerical check

```python
"""Thermal diffusion of a dilute gas between a cold and a hot wall, zero flux.

Result under test: with J = -n D [dx/dz + alpha x (1-x) dlnT/dz] = 0 and
constant alpha, a dilute species obeys x(T) = x_cold (T/T_cold)**(-alpha).
x: mole fraction, T: temperature as an energy (k_B = 1), n = p/T: total
number density, D: diffusion coefficient, alpha: thermal-diffusion factor
(positive when the species moves towards the cold side).
"""
import numpy as np
from scipy.constants import angstrom
from scipy.integrate import quad, solve_ivp
from scipy.linalg import lu_factor, lu_solve

# Chosen model parameters (eV and angstrom)
T_cold, T_hot = 0.03, 0.09
gap = 1.0e8
pressure = 1.0e-8
alpha = 0.5
x_mean = 0.01
cross_section = 50.0
ratio = T_hot / T_cold
log_ratio = np.log(ratio)


def power_law(T, x_cold, factor):
    return x_cold * (T / T_cold) ** (-factor)


def full_profile(T, x_cold, factor):
    odds = x_cold / (1 - x_cold) * (T / T_cold) ** (-factor)
    return odds / (1 + odds)


# Finite mole fraction: integrate the zero-flux equation numerically
x_large = 0.3
temperatures = np.linspace(T_cold, T_hot, 21)
numeric = solve_ivp(lambda T, x: -alpha * x * (1 - x) / T, (T_cold, T_hot),
                    [x_large], t_eval=temperatures, rtol=1e-11, atol=1e-13).y[0]
assert np.allclose(numeric, full_profile(temperatures, x_large, alpha), rtol=1e-8)
q_values = (temperatures / T_cold) ** (-alpha)
assert np.allclose(power_law(temperatures, x_large, alpha) / numeric,
                   1 - x_large * (1 - q_values), rtol=1e-8)
error_large = 1 - power_law(T_hot, x_large, alpha) / numeric[-1]


# Closed gap: evolve a uniform dilute mixture to its steady state
def relax(field_power, diffusion_power, cells=300):
    """T**field_power is linear in z; D varies as T**diffusion_power.

    Length unit: gap; time unit: gap**2 / D_cold; T in units of T_cold.
    """
    h = 1.0 / cells

    def field(z):
        return (1 + (ratio ** field_power - 1) * z) ** (1 / field_power)

    T = field((np.arange(cells) + 0.5) * h)
    T_face = field(np.arange(1, cells) * h)
    conductance = T_face ** (diffusion_power - 1) / h
    half_drift = 0.5 * alpha * np.diff(np.log(T))
    from_left = conductance * (1 - half_drift)
    from_right = conductance * (1 + half_drift)
    rate = np.zeros((cells, cells))
    for i in range(cells - 1):
        rate[i, i] -= from_left[i]
        rate[i, i + 1] += from_right[i]
        rate[i + 1, i] += from_left[i]
        rate[i + 1, i + 1] -= from_right[i]
    capacity = h / T
    step = 0.05
    factors = lu_factor(np.diag(capacity) - step * rate)
    x = np.full(cells, x_mean)
    for _ in range(200):
        x = lu_solve(factors, capacity * x)
    return T * T_cold, x


x_cold = x_mean * alpha * log_ratio / (1 - ratio ** (-alpha))
x_hot = power_law(T_hot, x_cold, alpha)
T_middle = 0.5 * (T_cold + T_hot)
x_middle = power_law(T_middle, x_cold, alpha)

T_cells, x_cells = relax(field_power=1.0, diffusion_power=1.75)
deviation = np.max(np.abs(x_cells / power_law(T_cells, x_cold, alpha) - 1))
assert deviation < 2e-5          # second-order error of the grid
assert x_cells[0] > x_mean > x_cells[-1]
wall_cold = 1.5 * x_cells[0] - 0.5 * x_cells[1]
wall_hot = 1.5 * x_cells[-1] - 0.5 * x_cells[-2]
difference_numeric = wall_cold - wall_hot
difference = x_mean * alpha * log_ratio
assert abs(difference_numeric / difference - 1) < 1e-4  # wall extrapolation

# Another temperature field and another D: same dependence on T
T_other, x_other = relax(field_power=1.8, diffusion_power=0.0)
invariant = x_other * T_other ** alpha
spread = np.ptp(invariant) / np.mean(invariant)
assert spread < 1e-6

# Temperature-dependent factor: the average over ln T sets the wall ratio
a_limit, theta = 0.8, 0.012


def variable_alpha(T):
    return a_limit * (1 - theta / T)


variable = solve_ivp(lambda T, x: -variable_alpha(T) * x / T, (T_cold, T_hot),
                     [1.0], rtol=1e-11, atol=1e-13).y[0, -1]
alpha_average = a_limit * (1 - theta * (1 / T_cold - 1 / T_hot) / log_ratio)
assert abs(variable / ratio ** (-alpha_average) - 1) < 1e-8


# Light particles among heavy scatterers, cross-section ~ v**(-s)
def kinetic_flux(T, s, x_power):
    """Flux for dT/dz = 1, mass = 1, pressure = 1, x = T**x_power."""
    def distribution(v, temp):
        return (temp ** x_power / temp * (2 * np.pi * temp) ** -1.5
                * np.exp(-v * v / (2 * temp)))

    dT = 1e-4 * T

    def integrand(v):
        slope = (distribution(v, T + dT) - distribution(v, T - dT)) / (2 * dT)
        free_path = v ** s * T
        return -4 * np.pi / 3 * v ** 3 * free_path * slope

    return quad(integrand, 0, 14 * np.sqrt(T), epsabs=1e-12, epsrel=1e-10,
                limit=200)[0]


kinetic_alpha = {}
for s in (0.0, 0.5, 1.0, 2.0):
    for T in (0.7, 1.0, 2.1):
        uniform = kinetic_flux(T, s, 0.0)
        graded = kinetic_flux(T, s, 1.0)
        # x = T has dx/dz = x/T; rescale to the same x as the uniform case
        extracted = uniform / (graded / T - uniform)
        assert abs(extracted - (s - 1) / 2) < 1e-6
    kinetic_alpha[s] = extracted

# Number densities and validity of the continuum description
density_cold = x_cold * pressure / T_cold
density_hot = x_hot * pressure / T_hot
assert abs(density_cold / density_hot / ratio ** (1 + alpha) - 1) < 1e-12
free_path_hot = T_hot / (np.sqrt(2) * pressure * cross_section)
assert free_path_hot / gap < 0.01
error_example = 1 - x_hot / full_profile(T_hot, x_cold, alpha)
per_cubic_metre = angstrom ** -3

print(f"Cold-wall temperature k_B T: {T_cold:.3f} eV")
print(f"Hot-wall temperature k_B T: {T_hot:.3f} eV")
print(f"Mid-gap temperature k_B T: {T_middle:.3f} eV")
print(f"Temperature ratio hot/cold: {ratio:.4f} (no unit)")
print(f"ln of temperature ratio: {log_ratio:.5f} (no unit)")
print(f"Gap width: {gap:.1e} angstrom")
print(f"Pressure: {pressure:.1e} eV/angstrom^3")
print(f"Thermal-diffusion factor: {alpha:.2f} (no unit)")
print(f"Mean mole fraction: {x_mean:.4f} (no unit)")
print(f"(T_hot/T_cold)^(-alpha): {ratio ** (-alpha):.5f} (no unit)")
print(f"Mole fraction at cold wall: {x_cold:.6f} (no unit)")
print(f"Mole fraction at mid-gap: {x_middle:.6f} (no unit)")
print(f"Mole fraction at hot wall: {x_hot:.6f} (no unit)")
print(f"Wall difference, formula: {difference:.6f} (no unit)")
print(f"Wall difference, time evolution: {difference_numeric:.6f} (no unit)")
print(f"Largest relative deviation, evolved profile: {deviation:.1e}")
print(f"Relative spread of x T^alpha, other T field and D: {spread:.1e}")
print(f"Trace density at cold wall: {density_cold:.4e} angstrom^-3")
print(f"  the same, converted: {density_cold * per_cubic_metre:.4e} m^-3")
print(f"Trace density at hot wall: {density_hot:.4e} angstrom^-3")
print(f"  the same, converted: {density_hot * per_cubic_metre:.4e} m^-3")
print(f"Trace density ratio cold/hot: {density_cold / density_hot:.4f} (no unit)")
print(f"Dilute-formula relative error at hot wall: {100 * error_example:.3f} %")
print(f"Large cold-wall mole fraction tested: {x_large:.2f} (no unit)")
print(f"  full hot-wall mole fraction: {numeric[-1]:.5f} (no unit)")
print(f"  dilute formula there: {power_law(T_hot, x_large, alpha):.5f} (no unit)")
print(f"  dilute-formula relative error: {100 * error_large:.2f} %")
print(f"Carrier cross-section: {cross_section:.1f} angstrom^2")
print(f"Mean free path at hot wall: {free_path_hot:.3e} angstrom")
print(f"Mean free path / gap: {free_path_hot / gap:.2e} (no unit)")
print(f"Variable factor, limit a: {a_limit:.2f} (no unit)")
print(f"Variable factor, theta: {theta:.3f} eV")
print(f"  factor at cold wall: {variable_alpha(T_cold):.4f} (no unit)")
print(f"  factor at hot wall: {variable_alpha(T_hot):.4f} (no unit)")
print(f"  average over ln T: {alpha_average:.4f} (no unit)")
print(f"  mole-fraction ratio hot/cold: {variable:.5f} (no unit)")
for s, value in kinetic_alpha.items():
    print(f"Kinetic model, s = {s:.1f}: alpha = {value:.4f} (no unit)")
print("all good")
```

It prints:

```
Cold-wall temperature k_B T: 0.030 eV
Hot-wall temperature k_B T: 0.090 eV
Mid-gap temperature k_B T: 0.060 eV
Temperature ratio hot/cold: 3.0000 (no unit)
ln of temperature ratio: 1.09861 (no unit)
Gap width: 1.0e+08 angstrom
Pressure: 1.0e-08 eV/angstrom^3
Thermal-diffusion factor: 0.50 (no unit)
Mean mole fraction: 0.0100 (no unit)
(T_hot/T_cold)^(-alpha): 0.57735 (no unit)
Mole fraction at cold wall: 0.012997 (no unit)
Mole fraction at mid-gap: 0.009190 (no unit)
Mole fraction at hot wall: 0.007504 (no unit)
Wall difference, formula: 0.005493 (no unit)
Wall difference, time evolution: 0.005493 (no unit)
Largest relative deviation, evolved profile: 1.7e-06
Relative spread of x T^alpha, other T field and D: 3.7e-07
Trace density at cold wall: 4.3322e-09 angstrom^-3
  the same, converted: 4.3322e+21 m^-3
Trace density at hot wall: 8.3374e-10 angstrom^-3
  the same, converted: 8.3374e+20 m^-3
Trace density ratio cold/hot: 5.1962 (no unit)
Dilute-formula relative error at hot wall: 0.549 %
Large cold-wall mole fraction tested: 0.30 (no unit)
  full hot-wall mole fraction: 0.19836 (no unit)
  dilute formula there: 0.17321 (no unit)
  dilute-formula relative error: 12.68 %
Carrier cross-section: 50.0 angstrom^2
Mean free path at hot wall: 1.273e+05 angstrom
Mean free path / gap: 1.27e-03 (no unit)
Variable factor, limit a: 0.80 (no unit)
Variable factor, theta: 0.012 eV
  factor at cold wall: 0.4800 (no unit)
  factor at hot wall: 0.6933 (no unit)
  average over ln T: 0.6058 (no unit)
  mole-fraction ratio hot/cold: 0.51399 (no unit)
Kinetic model, s = 0.0: alpha = -0.5000 (no unit)
Kinetic model, s = 0.5: alpha = -0.2500 (no unit)
Kinetic model, s = 1.0: alpha = -0.0000 (no unit)
Kinetic model, s = 2.0: alpha = 0.5000 (no unit)
all good
```
